# The Overall Barrier on the Müller-Brown Surface: verification in Python

```python
"""
Result under test: the standard Mueller-Brown surface
    V(x,y) = sum_k A_k exp(a_k dx^2 + b_k dx dy + c_k dy^2),
    dx = x - x_k, dy = y - y_k,
has exactly three minima M1, M2, M3 (rising energy) and two saddles
S1, S2 (rising energy). The lowest possible barrier from M1 to M2 is
V(S2) - V(M1). Coordinates and energies are dimensionless model units.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.ndimage import label
from scipy.optimize import minimize

A = np.array([-200.0, -100.0, -170.0, 15.0])
a = np.array([-1.0, -1.0, -6.5, 0.7])
b = np.array([0.0, 0.0, 11.0, 0.6])
c = np.array([-10.0, -10.0, -6.5, 0.7])
xc = np.array([1.0, 0.0, -0.5, -1.0])
yc = np.array([0.0, 0.5, 1.5, 1.0])


def exponent_parts(x, y):
    """Exponents q_k and their derivatives with respect to x and y."""
    dx = np.asarray(x)[..., None] - xc
    dy = np.asarray(y)[..., None] - yc
    q = a * dx**2 + b * dx * dy + c * dy**2
    return q, 2 * a * dx + b * dy, b * dx + 2 * c * dy


def energy(p):
    return (A * np.exp(exponent_parts(p[0], p[1])[0])).sum(-1)


def gradient(p):
    q, u, v = exponent_parts(p[0], p[1])
    t = A * np.exp(q)
    return np.array([(t * u).sum(-1), (t * v).sum(-1)])


def hessian(p):
    q, u, v = exponent_parts(p[0], p[1])
    t = A * np.exp(q)
    hxy = (t * (u * v + b)).sum()
    return np.array([[(t * (u * u + 2 * a)).sum(), hxy],
                     [hxy, (t * (v * v + 2 * c)).sum()]])


# Analytic derivatives against central differences at random points
rng = np.random.default_rng(4)
step = 1e-5
for p in rng.uniform([-1.5, -0.3], [1.2, 2.0], size=(30, 2)):
    shifts = step * np.eye(2)
    g_num = np.array([(energy(p + s) - energy(p - s)) / (2 * step)
                      for s in shifts])
    h_num = np.array([(gradient(p + s) - gradient(p - s)) / (2 * step)
                      for s in shifts])
    assert np.allclose(g_num, gradient(p), rtol=1e-5, atol=1e-3)
    assert np.allclose(h_num, hessian(p), rtol=1e-5, atol=1e-2)

# Outside this radius around the fourth centre no stationary point exists
R_OUT = 3.2
matrices = [np.array([[a[k], b[k] / 2], [b[k] / 2, c[k]]]) for k in range(4)]
lam = np.array([-np.linalg.eigvalsh(m)[0] for m in matrices[:3]])
mu = np.linalg.eigvalsh(matrices[3])[0]
assert mu > 0
well_bounds = np.abs(A[:3]) * np.sqrt(2 * lam / np.e)
outward_slope = 2 * A[3] * mu * R_OUT * np.exp(mu * R_OUT**2)
assert outward_slope > well_bounds.sum()
# Both bounds are compared with directly sampled slopes
gx, gy = np.meshgrid(np.arange(-1.6, 1.6, 0.01), np.arange(-0.6, 2.2, 0.01))
q, u, v = exponent_parts(gx, gy)
sampled = (np.abs(A) * np.exp(q) * np.hypot(u, v))[..., :3].max(axis=(0, 1))
assert np.all(sampled <= well_bounds * (1 + 1e-12))
assert np.all(sampled > 0.98 * well_bounds)
angle = np.linspace(0, 2 * np.pi, 3601)
q, u, v = exponent_parts(xc[3] + R_OUT * np.cos(angle),
                         yc[3] + R_OUT * np.sin(angle))
radial = A[3] * np.exp(q[:, 3]) * (u[:, 3] * np.cos(angle)
                                   + v[:, 3] * np.sin(angle))
assert abs(radial.min() / outward_slope - 1) < 1e-4


def newton(start):
    """Newton iterates for zero gradient; None if the search fails."""
    p = np.array(start, float)
    path = [p.copy()]
    for _ in range(60):
        move = np.linalg.solve(hessian(p), -gradient(p))
        p = p + move
        if np.hypot(p[0] - xc[3], p[1] - yc[3]) > R_OUT:
            return None
        path.append(p.copy())
        if np.linalg.norm(move) < 1e-11:
            return path
    return None


# Newton searches from every node of a coarse grid
roots, hits, n_starts = [], [], 0
for x_start in np.linspace(-1.5, 1.2, 28):
    for y_start in np.linspace(-0.3, 2.0, 24):
        n_starts += 1
        path = newton((x_start, y_start))
        if path is None:
            continue
        for i, r in enumerate(roots):
            if np.linalg.norm(path[-1] - r) < 1e-6:
                hits[i] += 1
                break
        else:
            roots.append(path[-1])
            hits.append(1)
assert len(roots) == 5
order = np.argsort([energy(r) for r in roots])
roots = [roots[i] for i in order]
hits = [hits[i] for i in order]
curv = [np.linalg.eigvalsh(hessian(r)) for r in roots]
min_ids = [i for i in range(5) if curv[i][0] > 0]
sad_ids = [i for i in range(5) if curv[i][0] < 0 < curv[i][1]]
assert len(min_ids) == 3 and len(sad_ids) == 2
M = [roots[i] for i in min_ids]
S = [roots[i] for i in sad_ids]
EM = [float(energy(p)) for p in M]
ES = [float(energy(p)) for p in S]


# Interval bounds over squares of half-width h
def multiply(s, t):
    products = np.stack([s[i] * t[j] for i in (0, 1) for j in (0, 1)])
    return products.min(0), products.max(0)


def weighted_sum(s):
    return (np.where(A > 0, A * s[0], A * s[1]).sum(-1),
            np.where(A > 0, A * s[1], A * s[0]).sum(-1))


def factor_bounds(x, y, h):
    q, u, v = exponent_parts(x, y)
    dq = ((np.abs(u) + np.abs(v)) * h
          + (np.abs(a) + np.abs(b) + np.abs(c)) * h**2)
    du = (2 * np.abs(a) + np.abs(b)) * h
    dv = (np.abs(b) + 2 * np.abs(c)) * h
    return ((np.exp(q - dq), np.exp(q + dq)), (u - du, u + du),
            (v - dv, v + dv))


h_box = 0.05
n_side = int(round(R_OUT / h_box))
offsets = -R_OUT + h_box * (2 * np.arange(n_side) + 1)
bx, by = [z.ravel() for z in np.meshgrid(xc[3] + offsets, yc[3] + offsets)]
for level in range(13):
    e_int, u_int, v_int = factor_bounds(bx, by, h_box)
    g1 = weighted_sum(multiply(e_int, u_int))
    g2 = weighted_sum(multiply(e_int, v_int))
    keep = (g1[0] <= 0) & (g1[1] >= 0) & (g2[0] <= 0) & (g2[1] >= 0)
    bx, by = bx[keep], by[keep]
    if level < 12:
        h_box /= 2
        bx, by = (np.concatenate([bx + i * h_box for i in (-1, -1, 1, 1)]),
                  np.concatenate([by + j * h_box for j in (-1, 1, -1, 1)]))
nearest = np.argmin([np.hypot(bx - r[0], by - r[1]) for r in roots], axis=0)
largest_cluster = 0.0
for i, r in enumerate(roots):
    cx, cy = bx[nearest == i], by[nearest == i]
    assert len(cx) > 0
    mid = np.array([(cx.min() + cx.max()) / 2, (cy.min() + cy.max()) / 2])
    half = max(np.ptp(cx), np.ptp(cy)) / 2 + h_box
    largest_cluster = max(largest_cluster, half)
    assert np.all(np.abs(r - mid) <= half)
    e_int, u_int, v_int = factor_bounds(mid[0], mid[1], half)

    def curvature_bounds(s, t, constant):
        lo, hi = multiply(s, t)
        return weighted_sum(multiply(e_int, (lo + constant, hi + constant)))

    hxx = curvature_bounds(u_int, u_int, 2 * a)
    hxy = curvature_bounds(u_int, v_int, b)
    hyy = curvature_bounds(v_int, v_int, 2 * c)
    diag, off = multiply(hxx, hyy), multiply(hxy, hxy)
    assert diag[0] - off[1] > 0 or diag[1] - off[0] < 0

# Minimum energies from a search that uses energies only
for p, e in zip(M, EM):
    found = minimize(energy, p + np.array([0.03, -0.02]),
                     method="Nelder-Mead",
                     options={"xatol": 1e-8, "fatol": 1e-10})
    assert abs(found.fun - e) < 1e-6

# Steepest descent from both sides of each saddle
links = []
for s in S:
    unstable = np.linalg.eigh(hessian(s))[1][:, 0]
    ends = []
    for sign in (-1, 1):
        run = solve_ivp(lambda t, p: -gradient(p), (0, 5),
                        s + sign * 1e-3 * unstable, method="LSODA",
                        rtol=1e-8, atol=1e-10)
        assert run.success
        distance = [np.linalg.norm(run.y[:, -1] - p) for p in M]
        assert min(distance) < 1e-4
        ends.append(int(np.argmin(distance)) + 1)
    links.append(sorted(ends))
assert links == [[2, 3], [1, 3]]


def flood_level(p, r, mesh):
    """Lowest level at which two lattice pools join, from energies only."""
    xs = np.arange(-1.6, 1.3 + mesh / 2, mesh)
    ys = np.arange(-0.5, 2.1 + mesh / 2, mesh)
    V = energy(np.meshgrid(xs, ys, indexing="ij"))
    edge = min(V[0].min(), V[-1].min(), V[:, 0].min(), V[:, -1].min())
    assert edge > max(ES)
    nodes = [(np.argmin(abs(xs - z[0])), np.argmin(abs(ys - z[1])))
             for z in (p, r)]
    low, high = max(V[n] for n in nodes), 0.0
    for _ in range(28):
        middle = (low + high) / 2
        pools = label(V <= middle, structure=np.ones((3, 3)))[0]
        if pools[nodes[0]] == pools[nodes[1]] != 0:
            high = middle
        else:
            low = middle
    return high


meshes = (0.01, 0.005)
flood_12 = [flood_level(M[0], M[1], m) for m in meshes]
flood_32 = [flood_level(M[2], M[1], m) for m in meshes]
# Lattice nodes miss the saddle by up to about half a mesh width
assert abs(flood_12[1] - ES[1]) < 0.05
assert abs(flood_32[1] - ES[0]) < 0.05

forward, reverse = ES[1] - EM[0], ES[1] - EM[1]
step_32, step_23, step_31 = ES[0] - EM[2], ES[0] - EM[1], ES[1] - EM[2]
assert abs(flood_12[1] - EM[0] - forward) < 0.05
assert reverse > max(step_23, step_31)

print("All coordinates and energies: dimensionless model units")
print("k      A      a      b      c     x_k    y_k")
for k in range(4):
    print(f"{k+1} {A[k]:7.1f} {a[k]:6.1f} {b[k]:6.1f} {c[k]:6.1f}"
          f" {xc[k]:6.1f} {yc[k]:6.1f}")
start = np.array([-0.8, 0.6])
q_start = exponent_parts(*start)[0]
g_start, h_start = gradient(start), hessian(start)
path = newton(start)
assert path is not None and np.linalg.norm(path[-1] - S[1]) < 1e-8
print(f"Worked Newton start (x, y): {start[0]:.1f}, {start[1]:.1f}")
print("Exponents q_k there:", " ".join(f"{z:.5f}" for z in q_start))
print("Energy terms there:",
      " ".join(f"{z:.5f}" for z in A * np.exp(q_start)))
print(f"Energy there: {energy(start):.5f}")
print(f"Gradient there: {g_start[0]:.4f}, {g_start[1]:.4f}")
print(f"Hessian xx, xy, yy there: {h_start[0,0]:.3f}, "
      f"{h_start[0,1]:.3f}, {h_start[1,1]:.3f}")
first = path[1] - path[0]
print(f"First Newton step: {first[0]:.6f}, {first[1]:.6f}")
print("Iteration, x, y, gradient length:")
for n, p in enumerate(path[:6]):
    print(f"{n}  {p[0]:.8f}  {p[1]:.8f}  {np.linalg.norm(gradient(p)):.2e}")
print(f"Newton starts: {n_starts}; reaching a root: {sum(hits)}")
print("Point, x, y, V, two Hessian eigenvalues, number of starts:")
names = {i: f"M{n+1}" for n, i in enumerate(min_ids)}
names.update({i: f"S{n+1}" for n, i in enumerate(sad_ids)})
for i in min_ids + sad_ids:
    r = roots[i]
    print(f"{names[i]} {r[0]:9.6f} {r[1]:9.6f} {energy(r):11.5f}"
          f" {curv[i][0]:9.2f} {curv[i][1]:9.2f} {hits[i]:4d}")
print(f"Exclusion radius about fourth centre: {R_OUT:.1f}")
print("Decay eigenvalues of wells:", " ".join(f"{z:.1f}" for z in lam))
print(f"Smaller growth eigenvalue, fourth term: {mu:.1f}")
print("Slope bounds of wells:", " ".join(f"{z:.1f}" for z in well_bounds))
print(f"Sum of bounds: {well_bounds.sum():.1f}; "
      f"least outward slope: {outward_slope:.1f}")
print(f"Final box half-width: {h_box:.2e}; "
      f"largest cluster half-width: {largest_cluster:.2e}")
for n, pair in enumerate(links):
    print(f"Descent from S{n+1} ends at: M{pair[0]} and M{pair[1]}")
print(f"Step barrier M1 to M3 over S2: {forward:.4f}")
print(f"Step barrier M3 to M2 over S1: {step_32:.4f}")
print(f"Overall barrier M1 to M2: {forward:.4f}")
print(f"Wrong sum of forward steps: {forward + step_32:.4f}")
print(f"Step barrier M2 to M3 over S1: {step_23:.4f}")
print(f"Step barrier M3 to M1 over S2: {step_31:.4f}")
print(f"Overall barrier M2 to M1: {reverse:.4f}")
print(f"Wrong sum of reverse steps: {step_23 + step_31:.4f}")
print(f"Energy of M3 above M2: {EM[2] - EM[1]:.4f}")
for m, f12, f32 in zip(meshes, flood_12, flood_32):
    print(f"Flood, mesh {m:.3f}: M1-M2 join {f12:.4f}, M3-M2 join {f32:.4f}")
print(f"Mesh shift of M1-M2 level: {flood_12[1] - flood_12[0]:.4f}")
print("PASS")
```

Running it gives:

```
All coordinates and energies: dimensionless model units
k      A      a      b      c     x_k    y_k
1  -200.0   -1.0    0.0  -10.0    1.0    0.0
2  -100.0   -1.0    0.0  -10.0    0.0    0.5
3  -170.0   -6.5   11.0   -6.5   -0.5    1.5
4    15.0    0.7    0.6    0.7   -1.0    1.0
Worked Newton start (x, y): -0.8, 0.6
Exponents q_k there: -6.84000 -0.74000 -2.88000 0.09200
Energy terms there: -0.21402 -47.71139 -9.54291 16.44547
Energy there: -41.02285
Gradient there: -19.1934, 10.5946
Hessian xx, xy, yy there: -225.501, 547.491, 213.761
First Newton step: -0.028462, 0.023334
Iteration, x, y, gradient length:
0  -0.80000000  0.60000000  2.19e+01
1  -0.82846174  0.62333423  4.01e+00
2  -0.82198703  0.62430323  1.30e-02
3  -0.82200156  0.62431280  6.71e-07
4  -0.82200156  0.62431280  9.27e-14
5  -0.82200156  0.62431280  3.74e-14
Newton starts: 672; reaching a root: 295
Point, x, y, V, two Hessian eigenvalues, number of starts:
M1 -0.558224  1.441726  -146.69952    410.53   4068.20   71
M2  0.623499  0.028038  -108.16672    543.84   3005.40   47
M3 -0.050011  0.466694   -80.76782    221.04   1479.20   55
S1  0.212487  0.292988   -72.24894   -735.25    510.89   40
S2 -0.822002  0.624313   -40.66484   -750.86    490.24   82
Exclusion radius about fourth centre: 3.2
Decay eigenvalues of wells: 10.0 10.0 12.0
Smaller growth eigenvalue, fourth term: 0.4
Slope bounds of wells: 542.5 271.2 505.1
Sum of bounds: 1318.9; least outward slope: 2307.8
Final box half-width: 1.22e-05; largest cluster half-width: 1.22e-04
Descent from S1 ends at: M2 and M3
Descent from S2 ends at: M1 and M3
Step barrier M1 to M3 over S2: 106.0347
Step barrier M3 to M2 over S1: 8.5189
Overall barrier M1 to M2: 106.0347
Wrong sum of forward steps: 114.5536
Step barrier M2 to M3 over S1: 35.9178
Step barrier M3 to M1 over S2: 40.1030
Overall barrier M2 to M1: 67.5019
Wrong sum of reverse steps: 76.0208
Energy of M3 above M2: 27.3989
Flood, mesh 0.010: M1-M2 join -40.6707, M3-M2 join -72.2574
Flood, mesh 0.005: M1-M2 join -40.6671, M3-M2 join -72.2519
Mesh shift of M1-M2 level: 0.0036
PASS
```
